# Quasi-cubic wurtzite valence parameters from the zincblende Hamiltonian along [111]: a numerical check

```python
"""
Result under test: the zincblende valence Hamiltonian, referred to a [111]
axis and averaged over its two twin orientations, has the wurtzite form with
    A1 - A2 = -A3 = 2 A4,   A3 + 4 A5 = sqrt(2) A6,   Delta2 = Delta3.
Symbols: L, M, N  cubic constants of the p-like valence states (hbar^2/2m0);
D = L - M - N  cubic anisotropy;  A1..A6  wurtzite constants (hbar^2/2m0);
Delta1  crystal field;  Delta2, Delta3  spin-orbit constants;
g1, g2, g3  Luttinger parameters.  Orbital order: |+1>, |-1>, |Z>.
Energies are in hartree and wavevectors in 1/bohr unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import expit

rng = np.random.default_rng(7)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
KB = const.k / const.e / HARTREE_EV
MEV = 1e-3 / HARTREE_EV
S2 = np.sqrt(2.0)

# rows: the new axes x', y', z' in cubic components
R = np.array([np.array([1, 1, -2]) / np.sqrt(6),
              np.array([-1, 1, 0]) / S2,
              np.array([1, 1, 1]) / np.sqrt(3)])
assert np.allclose(R @ R.T, np.eye(3)) and np.linalg.det(R) > 0
# columns: |+1>, |-1>, |Z> in Cartesian orbitals
B = np.array([[-1 / S2, 1 / S2, 0], [-1j / S2, -1j / S2, 0], [0, 0, 1]])
HALF_TURN = np.diag([-1.0, -1.0, 1.0])
HALF_TURN_PM = B.conj().T @ HALF_TURN @ B


def cubic_hamiltonian(k, L, M, N):
    """Definition in cubic axes, Cartesian orbitals."""
    k = np.asarray(k, float)
    h = N * k[..., :, None] * k[..., None, :]
    k2 = np.sum(k**2, axis=-1)
    for i in range(3):
        h[..., i, i] = L * k[..., i]**2 + M * (k2 - k[..., i]**2)
    return h


def rotated_hamiltonian(k, L, M, N):
    """k in the new axes; result in the |+1>, |-1>, |Z> basis."""
    h = cubic_hamiltonian(np.asarray(k) @ R, L, M, N)
    return B.conj().T @ (R @ h @ R.T) @ B


def constants_from_cubic(L, M, N):
    D = L - M - N
    return np.array([M + N + D / 3, M + D / 3, -N, N / 2,
                     N / 2 + D / 6, S2 * (N / 2 + D / 3)])


def fill_hermitian(h, e01, e02, e12):
    for i, j, e in ((0, 1, e01), (0, 2, e02), (1, 2, e12)):
        h[..., i, j] = e
        h[..., j, i] = np.conj(e)
    return h


def wurtzite_hamiltonian(k, A):
    k = np.asarray(k, float)
    kz, kp = k[..., 2], k[..., 0] + 1j * k[..., 1]
    km, kt2 = kp.conj(), np.abs(kp)**2
    h = np.zeros(k.shape[:-1] + (3, 3), complex)
    h[..., 2, 2] = A[0] * kz**2 + A[1] * kt2
    h[..., 0, 0] = h[..., 2, 2] + A[2] * kz**2 + A[3] * kt2
    h[..., 1, 1] = h[..., 0, 0]
    return fill_hermitian(h, -A[4] * km**2, -A[5] * km * kz, A[5] * kp * kz)


def trigonal_terms(k, D):
    k = np.asarray(k, float)
    kz, kp = k[..., 2], k[..., 0] + 1j * k[..., 1]
    h = np.zeros(k.shape[:-1] + (3, 3), complex)
    return fill_hermitian(h, S2 / 3 * D * kz * kp, D / 6 * kp**2,
                          -D / 6 * kp.conj()**2)


# --- rotation of the orbital part, random constants and wavevectors
rotation_error = 0.0
for _ in range(40):
    L, M, N = rng.normal(size=3)
    k = rng.normal(size=3)
    A = constants_from_cubic(L, M, N)
    direct = rotated_hamiltonian(k, L, M, N)
    twin = HALF_TURN_PM @ rotated_hamiltonian(HALF_TURN @ k, L, M, N) @ HALF_TURN_PM
    w, t = wurtzite_hamiltonian(k, A), trigonal_terms(k, L - M - N)
    rotation_error = max(rotation_error, np.abs(direct - w - t).max(),
                         np.abs((direct + twin) / 2 - w).max())
assert rotation_error < 1e-12


def extract_constants(h, q):
    """Read A1..A6 off the k^2 coefficients of a sixfold-symmetric matrix."""
    h0 = h(np.zeros(3))
    hz, hx, hxz = [(h(q * np.array(v, float)) - h0) / q**2
                   for v in ((0, 0, 1), (1, 0, 0), (1, 0, 1))]
    a1, a2 = hz[2, 2], hx[2, 2]
    return np.real(np.array([a1, a2, hz[0, 0] - a1, hx[0, 0] - a2,
                             -hx[0, 1], -hxz[0, 2]]))


def relation_defects(A):
    return np.array([A[0] - A[1] + A[2], A[0] - A[1] - 2 * A[3],
                     A[2] + 4 * A[4] - S2 * A[5]])


def twin_average(h):
    return lambda k: (h(k) + HALF_TURN_PM @ h(HALF_TURN @ k) @ HALF_TURN_PM) / 2


L, M, N = -5.9, -1.1, -6.6
measured = extract_constants(twin_average(lambda k: rotated_hamiltonian(k, L, M, N)), 1.0)
assert np.abs(relation_defects(measured)).max() < 1e-12
# about [001] the diagonal relations hold with L - M in place of N
about_001 = extract_constants(
    lambda k: B.conj().T @ cubic_hamiltonian(k, L, M, N) @ B, 1.0)
assert np.abs(relation_defects(about_001)[:2]).max() < 1e-12
assert abs(about_001[0] - about_001[1] - (L - M)) < 1e-12
assert abs(measured[0] - measured[1] - N) < 1e-12

# --- spin-orbit part: atomic L.sigma in cubic axes, orbitals and spin rotated
levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
orbital_L = -1j * levi
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
atomic_so = sum(np.kron(orbital_L[i], sigma[i]) for i in range(3))
rotvec = Rotation.from_matrix(R).as_rotvec()
angle = np.linalg.norm(rotvec)
spin_rot = (np.cos(angle / 2) * np.eye(2)
            - 1j * np.sin(angle / 2) * np.einsum("i,iab->ab", rotvec / angle, sigma))
frame = np.kron(B.conj().T @ R, spin_rot)
rotated_so = frame @ atomic_so @ frame.conj().T


def wurtzite_so(delta1, delta2, delta3):
    """Order: +up, +down, -up, -down, Z up, Z down."""
    h = np.diag([delta1 + delta2, delta1 - delta2, delta1 - delta2,
                 delta1 + delta2, 0.0, 0.0]).astype(complex)
    h[2, 5] = h[5, 2] = h[1, 4] = h[4, 1] = S2 * delta3
    return h


assert np.abs(rotated_so - wurtzite_so(0, 1, 1)).max() < 1e-12
s_share = 0.10
reduce_z = np.kron(np.diag([1, 1, np.sqrt(1 - s_share)]), np.eye(2))
so_reduced = reduce_z @ rotated_so @ reduce_z
delta_ratio = (so_reduced[2, 5] / S2 / so_reduced[0, 0]).real
assert abs(delta_ratio - np.sqrt(1 - s_share)) < 1e-12


def add_spin(h):
    return np.einsum("...ij,ab->...iajb", h, np.eye(2)).reshape(h.shape[:-2] + (6, 6))


# --- example parameters (rough values, GaN regime)
g1, g2, g3 = 2.7, 0.8, 1.0
delta1, delta_so = 10 * MEV, 18 * MEV
delta2 = delta3 = delta_so / 3
L, M, N = -(g1 + 4 * g2), -(g1 - 2 * g2), -6 * g3
D = L - M - N
A = constants_from_cubic(L, M, N)
assert abs(D - 6 * (g3 - g2)) < 1e-12


# Luttinger parameters checked in the limit of strong spin-orbit coupling
def upper_four(k, splitting):
    """Four upper levels in cubic axes, measured from their common edge."""
    h = add_spin(0.5 * B.conj().T @ cubic_hamiltonian(k, L, M, N) @ B)
    levels = np.linalg.eigvalsh(h + wurtzite_so(0, splitting / 3, splitting / 3))
    return levels[2:] - splitting / 3


def luttinger_levels(k):
    x, y, z = k**2
    root = np.sqrt(g2**2 * (x + y + z)**2 + 3 * (g3**2 - g2**2) * (x*y + y*z + z*x))
    light = -(g1 * (x + y + z) + 2 * root) / 2
    heavy = -(g1 * (x + y + z) - 2 * root) / 2
    return np.array([light, light, heavy, heavy])


worst_ratio = 2.0
for _ in range(10):
    k = 0.1 * rng.normal(size=3)
    assert np.allclose(upper_four(k, 1e6), luttinger_levels(k), atol=1e-6)
    # at finite splitting the deviation is inversely proportional to it;
    # unit wavevectors keep the deviation far above rounding error
    unit = k / np.linalg.norm(k)
    deviation = [np.abs(upper_four(unit, splitting) - luttinger_levels(unit)).max()
                 for splitting in (1e4, 2e4)]
    ratio = deviation[0] / deviation[1]
    if abs(ratio - 2) > abs(worst_ratio - 2):
        worst_ratio = ratio
assert abs(worst_ratio - 2) < 0.02


def full_hamiltonian(k, trigonal=False, linear=0.0):
    k = np.asarray(k, float)
    h = 0.5 * wurtzite_hamiltonian(k, A)
    if trigonal:
        h = h + 0.5 * trigonal_terms(k, D)
    if linear:
        kp = k[..., 0] + 1j * k[..., 1]
        h = h + fill_hermitian(np.zeros_like(h), 0 * kp,
                               -1j * linear * kp.conj(), 1j * linear * kp)
    return add_spin(h) + wurtzite_so(delta1, delta2, delta3)


def edge_formula(d1, d2, d3):
    mid = (d1 - d2) / 2
    root = np.sqrt(mid**2 + 2 * d3**2)
    return np.array([d1 + d2, mid + root, mid - root])


edges = edge_formula(delta1, delta2, delta3)
edges_numeric = np.linalg.eigvalsh(full_hamiltonian(np.zeros(3)))[::-1]
assert np.allclose(edges_numeric, np.repeat(edges, 2), atol=1e-12)
edges_mixed = edge_formula(delta1, delta2, delta3 * delta_ratio)
mixed_numeric = np.linalg.eigvalsh(
    wurtzite_so(delta1, 0, 0) + delta_so / 3 * so_reduced)[::-1]
assert np.allclose(mixed_numeric, np.repeat(edges_mixed, 2), atol=1e-12)

# zone-centre masses: formula against finite differences with trigonal terms on
weight = np.array([1.0, *(edges[1:]**2 / (edges[1:]**2 + 2 * delta3**2))])
mass_par = -1 / (A[0] + weight * A[2])
mass_perp = -1 / (A[1] + weight * A[3])
q = 1e-4
for direction, mass in (([0, 0, q], mass_par), ([q, 0, 0], mass_perp)):
    shifted = np.linalg.eigvalsh(full_hamiltonian(direction, trigonal=True))[::-1]
    fd_mass = -q**2 / (2 * (shifted - edges_numeric))
    assert np.allclose(fd_mass, np.repeat(mass, 2), rtol=2e-3)


# --- carrier statistics
def band_grid(kmax, nr, nu, nphi, **options):
    """Half sphere and one third of the azimuth; weights restore the rest."""
    xr, wr = np.polynomial.legendre.leggauss(nr)
    xu, wu = np.polynomial.legendre.leggauss(nu)
    r, wr = kmax * (xr + 1) / 2, kmax * wr / 2
    u, wu = (xu + 1) / 2, wu / 2
    phi = 2 * np.pi / 3 * (np.arange(nphi) + 0.5) / nphi
    r3, u3, p3 = np.meshgrid(r, u, phi, indexing="ij")
    sin = np.sqrt(1 - u3**2)
    k = np.stack([r3 * sin * np.cos(p3), r3 * sin * np.sin(p3), r3 * u3], -1)
    w = (r**2 * wr)[:, None, None] * wu[None, :, None] * np.ones(nphi)
    w = w * 2 * (2 * np.pi / nphi) / (2 * np.pi)**3
    energy = np.linalg.eigvalsh(full_hamiltonian(k.reshape(-1, 3), **options))
    return energy, w.reshape(-1), k.reshape(-1, 3)[:, 2]


def effective_density(grid, T):
    energy, w, _ = grid
    return np.sum(w[:, None] * np.exp((energy - edges[0]) / (KB * T)))


def parabolic_density(T):
    each = 2 * mass_perp * np.sqrt(mass_par) * (KB * T / (2 * np.pi))**1.5
    return np.sum(each * np.exp((edges - edges[0]) / (KB * T)))


linear_eVA = 0.1
linear = linear_eVA / HARTREE_EV * 1e-10 / BOHR_M
# symmetries on which the reduced grid relies
turn = Rotation.from_euler("z", 120, degrees=True).as_matrix()
k = np.array([0.03, 0.05, 0.04])
for opts in ({"trigonal": True}, {"linear": linear}):
    e0 = np.linalg.eigvalsh(full_hamiltonian(k, **opts))
    for other in (turn @ k, -k):
        assert np.allclose(e0, np.linalg.eigvalsh(full_hamiltonian(other, **opts)),
                           atol=1e-12)

grid = band_grid(0.32, 70, 28, 1)
grid_fine = band_grid(0.38, 110, 40, 2)
grid_tri = band_grid(0.32, 60, 24, 12, trigonal=True)
grid_tri_fine = band_grid(0.36, 80, 30, 16, trigonal=True)
grid_lin = band_grid(0.32, 70, 28, 1, linear=linear)
T_room, T_hot = 300.0, 500.0
for coarse, fine in ((grid, grid_fine), (grid_tri, grid_tri_fine)):
    for T in (T_room, T_hot):
        assert abs(effective_density(coarse, T) / effective_density(fine, T) - 1) < 1e-3
T_cold = 0.1
cold = band_grid(0.32 * np.sqrt(T_cold / T_room), 70, 28, 1)
cold_ratio = effective_density(cold, T_cold) / parabolic_density(T_cold)
assert abs(cold_ratio - 1) < 0.02

per_cm3 = (BOHR_M * 100)**-3
nv_room, nv_hot = [effective_density(grid, T) for T in (T_room, T_hot)]
nv_tri = effective_density(grid_tri, T_room)
nv_lin = effective_density(grid_lin, T_room)
holes_cm3 = 1e18
kT = KB * T_room


def hole_density(fermi):
    return np.sum(grid[1][:, None] * expit((grid[0] - fermi) / kT))


fermi = brentq(lambda f: hole_density(f) * per_cm3 / holes_cm3 - 1,
               edges[0] - 10 * kT, edges[0] + 30 * kT)
fermi_boltzmann = edges[0] + kT * np.log(nv_room * per_cm3 / holes_cm3)
occupation = np.exp((grid[0] - edges[0]) / kT).sum(axis=1) * grid[1]
rms_kz = np.sqrt(np.sum(occupation * grid[2]**2) / occupation.sum())
c_nm = 0.52
zone_face = np.pi / (c_nm * 1e-9 / BOHR_M)

# --- lattice model: p orbitals on cubic and hexagonal close packing
V_sigma, V_pi = 1.0, -0.1
neighbours = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.dot(v, v) == 2]) / S2 @ R.T
in_plane = neighbours[np.abs(neighbours[:, 2]) < 1e-9]
upper = neighbours[neighbours[:, 2] > 1e-9]
interlayer = np.vstack([upper, upper * np.array([1, 1, -1])])
assert len(in_plane) == 6 and len(interlayer) == 6


def bloch_sum(vectors, k):
    hop = V_pi * np.eye(3) + (V_sigma - V_pi) * vectors[:, :, None] * vectors[:, None, :]
    h = np.einsum("n,nij->ij", np.exp(1j * vectors @ k), hop)
    return B.conj().T @ h @ B


def hexagonal_blocks(k):
    """Layer-symmetric, layer-antisymmetric and coupling blocks."""
    aa, ab = bloch_sum(in_plane, k), bloch_sum(interlayer, k)
    cell = np.block([[aa, ab], [ab.conj().T, aa]])
    mix = np.kron(np.array([[1, 1], [1, -1]]) / S2, np.eye(3))
    cell = mix @ cell @ mix
    return cell[:3, :3], cell[3:, 3:], cell[:3, 3:], cell


def folded_hamiltonian(k):
    ss, aa, sa, _ = hexagonal_blocks(k)
    centre = hexagonal_blocks(np.zeros(3))[0][2, 2].real
    return ss + sa @ np.linalg.inv(centre * np.eye(3) - aa) @ sa.conj().T


cubic_average = twin_average(lambda k: bloch_sum(neighbours, k))
for _ in range(10):
    k = rng.normal(size=3)
    assert np.allclose(hexagonal_blocks(k)[0], cubic_average(k), atol=1e-12)
lattice_A = extract_constants(lambda k: hexagonal_blocks(k)[0], 1e-3)
predicted_A = constants_from_cubic(-(V_sigma + V_pi), -(V_sigma + 3 * V_pi) / 2,
                                   -(V_sigma - V_pi))
assert np.allclose(lattice_A, predicted_A, atol=1e-5)
assert np.abs(relation_defects(lattice_A)).max() < 1e-5
folded_A = extract_constants(folded_hamiltonian, 1e-3)
shift_A4 = (V_sigma - V_pi)**2 / (24 * (V_sigma + 5 * V_pi))
assert np.allclose(folded_A - lattice_A, [0, 0, 0, shift_A4, 0, 0], atol=1e-5)
k = 0.01 * np.array([0.6, 0.5, 0.62])
exact_top = np.linalg.eigvalsh(hexagonal_blocks(k)[3])[3:]
assert np.allclose(exact_top, np.linalg.eigvalsh(folded_hamiltonian(k)),
                   rtol=0, atol=2e-7)

# --- output
to_meV = 1 / MEV
print(f"Largest error of rotated matrix, random tests: {rotation_error:.0e}")
print(f"Luttinger-limit deviation ratio on doubling the splitting: {worst_ratio:.4f}")
print(f"Luttinger parameters g1, g2, g3 (rough): {g1}, {g2}, {g3}")
print(f"L, M, N (hbar^2/2m0): {L:.2f}, {M:.2f}, {N:.2f}")
print(f"Cubic anisotropy D (hbar^2/2m0): {D:.2f}")
for i, value in enumerate(A):
    print(f"A{i + 1} (hbar^2/2m0): {value:.3f}")
print(f"A1-A2, -A3, 2*A4: {A[0]-A[1]:.3f}, {-A[2]:.3f}, {2*A[3]:.3f}")
print(f"A3+4*A5, sqrt(2)*A6: {A[2]+4*A[4]:.3f}, {S2*A[5]:.3f}")
print(f"Trigonal coefficient of kz*k+ : {S2/3*D:.3f} hbar^2/2m0")
print(f"Trigonal coefficient of k+^2 : {D/6:.3f} hbar^2/2m0")
print(f"Delta1, Delta_so (rough): {delta1*to_meV:.1f}, {delta_so*to_meV:.1f} meV")
print(f"Delta2 = Delta3: {delta2*to_meV:.2f} meV")
for name, e, mp, mt, wt in zip("ABC", edges, mass_par, mass_perp, weight):
    print(f"Band {name}: edge {e*to_meV:.2f} meV, |+-1> weight {wt:.3f}")
    print(f"Band {name}: mass along c {mp:.3f}, across c {mt:.3f} m0")
print(f"A-B and A-C splittings: {(edges[0]-edges[1])*to_meV:.2f}, "
      f"{(edges[0]-edges[2])*to_meV:.2f} meV")
print(f"s share in Z: {s_share:.2f}; Delta3/Delta2: {delta_ratio:.4f}")
print(f"A-B and A-C splittings with s share: {(edges_mixed[0]-edges_mixed[1])*to_meV:.2f}, "
      f"{(edges_mixed[0]-edges_mixed[2])*to_meV:.2f} meV")
print(f"Thermal energy at {T_room:.0f} K: {kT*to_meV:.2f} meV")
print(f"Nv at {T_room:.0f} K, six bands: {nv_room*per_cm3:.3e} cm^-3")
print(f"Nv at {T_room:.0f} K, parabolic: {parabolic_density(T_room)*per_cm3:.3e} cm^-3")
print(f"Nv at {T_hot:.0f} K, six bands: {nv_hot*per_cm3:.3e} cm^-3")
print(f"Six-band/parabolic Nv at {T_cold} K: {cold_ratio:.4f}")
print(f"Nv change from trigonal terms, 300 K: {100*(nv_tri/nv_room-1):.2f} %")
print(f"k-linear coefficient (rough): {linear_eVA} eV angstrom")
print(f"Nv change from k-linear term, 300 K: {100*(nv_lin/nv_room-1):.2f} %")
print(f"Hole density chosen: {holes_cm3:.1e} cm^-3")
print(f"Fermi level above band A edge, full statistics: {(fermi-edges[0])*to_meV:.2f} meV")
print(f"Fermi level above band A edge, Boltzmann: {(fermi_boltzmann-edges[0])*to_meV:.2f} meV")
print(f"Lattice constant c (rough): {c_nm} nm")
print(f"Thermal rms kz / (pi/c), 300 K: {rms_kz/zone_face:.3f}")
print(f"Lattice model V_sigma, V_pi: {V_sigma}, {V_pi} (model units)")
print("Lattice A1..A6, symmetric block: " + ", ".join(f"{a:.4f}" for a in lattice_A))
print("Lattice A1..A6, with folding: " + ", ".join(f"{a:.4f}" for a in folded_A))
print(f"Lattice A4 shift from formula: {shift_A4:.4f} (model units)")
print(f"Lattice A4 shift relative to |A4|: {100*shift_A4/abs(lattice_A[3]):.1f} %")
print("all tests passed")
```

Output:

```
Largest error of rotated matrix, random tests: 4e-15
Luttinger-limit deviation ratio on doubling the splitting: 2.0001
Luttinger parameters g1, g2, g3 (rough): 2.7, 0.8, 1.0
L, M, N (hbar^2/2m0): -5.90, -1.10, -6.00
Cubic anisotropy D (hbar^2/2m0): 1.20
A1 (hbar^2/2m0): -6.700
A2 (hbar^2/2m0): -0.700
A3 (hbar^2/2m0): 6.000
A4 (hbar^2/2m0): -3.000
A5 (hbar^2/2m0): -2.800
A6 (hbar^2/2m0): -3.677
A1-A2, -A3, 2*A4: -6.000, -6.000, -6.000
A3+4*A5, sqrt(2)*A6: -5.200, -5.200
Trigonal coefficient of kz*k+ : 0.566 hbar^2/2m0
Trigonal coefficient of k+^2 : 0.200 hbar^2/2m0
Delta1, Delta_so (rough): 10.0, 18.0 meV
Delta2 = Delta3: 6.00 meV
Band A: edge 16.00 meV, |+-1> weight 1.000
Band A: mass along c 1.429, across c 0.270 m0
Band B: edge 10.72 meV, |+-1> weight 0.615
Band B: mass along c 0.332, across c 0.393 m0
Band C: edge -6.72 meV, |+-1> weight 0.385
Band C: mass along c 0.228, across c 0.539 m0
A-B and A-C splittings: 5.28, 22.72 meV
s share in Z: 0.10; Delta3/Delta2: 0.9487
A-B and A-C splittings with s share: 5.71, 22.29 meV
Thermal energy at 300 K: 25.85 meV
Nv at 300 K, six bands: 4.831e+19 cm^-3
Nv at 300 K, parabolic: 1.542e+19 cm^-3
Nv at 500 K, six bands: 1.166e+20 cm^-3
Six-band/parabolic Nv at 0.1 K: 1.0036
Nv change from trigonal terms, 300 K: 9.96 %
k-linear coefficient (rough): 0.1 eV angstrom
Nv change from k-linear term, 300 K: 0.99 %
Hole density chosen: 1.0e+18 cm^-3
Fermi level above band A edge, full statistics: 100.10 meV
Fermi level above band A edge, Boltzmann: 100.25 meV
Lattice constant c (rough): 0.52 nm
Thermal rms kz / (pi/c), 300 K: 0.109
Lattice model V_sigma, V_pi: 1.0, -0.1 (model units)
Lattice A1..A6, symmetric block: -1.2667, -0.1667, 1.1000, -0.5500, -0.4583, -0.5185
Lattice A1..A6, with folding: -1.2667, -0.1667, 1.1000, -0.4492, -0.4583, -0.5185
Lattice A4 shift from formula: 0.1008 (model units)
Lattice A4 shift relative to |A4|: 18.3 %
all tests passed
```
